# The Biot Coefficient of a Porous Film with Homogeneous Solid: test program

```python
"""Biot coefficient of a porous solid: alpha = 1 - K/K_s.

Result under test: mean total stress = K*eps - alpha*p (tension positive),
with K the drained bulk modulus, K_s the bulk modulus of the homogeneous
isotropic solid, eps the volume strain and p the pressure in connected pores.
For an anisotropic pore structure alpha_ij = delta_ij - C_ijkk/(3 K_s), with C
the drained stiffness. Pore volume change per bulk volume:
zeta = alpha*eps + (alpha - phi)*p/K_s, with phi the porosity.
A periodic voxel finite-element cell supplies the direct values. The cell
uses solid Young modulus 1, so its moduli are in units of that modulus.
"""
import itertools
import numpy as np
from scipy.constants import R, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq

N = 8                      # voxels per cell edge, voxel edge = 1
NU = 0.25                  # Poisson ratio of the solid in the cell
CORNERS = list(itertools.product((0, 1), repeat=3))


def bulk_shear(young, nu):
    return young / (3 * (1 - 2 * nu)), young / (2 * (1 + nu))


def hooke_matrix(young, nu):
    bulk, shear = bulk_shear(young, nu)
    d = np.zeros((6, 6))
    d[:3, :3] = bulk - 2 * shear / 3
    d[range(3), range(3)] += 2 * shear
    d[range(3, 6), range(3, 6)] = shear
    return d


def strain_matrix(x):
    b = np.zeros((6, 24))
    for a, c in enumerate(CORNERS):
        f = [x[i] if c[i] else 1 - x[i] for i in range(3)]
        s = [1 if c[i] else -1 for i in range(3)]
        gx, gy, gz = s[0]*f[1]*f[2], s[1]*f[0]*f[2], s[2]*f[0]*f[1]
        b[0, 3*a], b[1, 3*a+1], b[2, 3*a+2] = gx, gy, gz
        b[3, 3*a+1], b[3, 3*a+2] = gz, gy
        b[4, 3*a], b[4, 3*a+2] = gz, gx
        b[5, 3*a], b[5, 3*a+1] = gy, gx
    return b


D = hooke_matrix(1.0, NU)
GAUSS = (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3))
B_LIST = [strain_matrix(x) for x in itertools.product(GAUSS, repeat=3)]
B_MEAN = sum(B_LIST) / 8
K_ELEMENT = sum(b.T @ D @ b for b in B_LIST) / 8


def node(i, j, k):
    return ((i % N) * N + j % N) * N + k % N


def solve_cell(young, pressurised):
    """Columns 0-2: unit macroscopic normal strains at p=0.
    Column 3: zero macroscopic strain, unit pressure on the pore walls."""
    size = 3 * N**3
    stiffness = np.zeros((size, size))
    load = np.zeros((size, 4))
    wall = np.zeros(size)
    macro = np.zeros((6, 4))
    macro[range(3), range(3)] = 1
    elements = []
    for v in np.argwhere(young > 0):
        e = young[tuple(v)]
        dof = np.array([3 * node(*(v + np.array(c))) + i
                        for c in CORNERS for i in range(3)])
        stiffness[np.ix_(dof, dof)] += e * K_ELEMENT
        load[dof] -= e * B_MEAN.T @ D @ macro
        elements.append((e, dof))
    for v in np.argwhere(pressurised):
        for axis in range(3):
            for side in (0, 1):
                neighbour = v.copy()
                neighbour[axis] = (v[axis] + 2 * side - 1) % N
                if young[tuple(neighbour)] > 0:
                    for c in CORNERS:
                        if c[axis] == side:
                            n = node(*(v + np.array(c)))
                            wall[3 * n + axis] += (2 * side - 1) / 4
    load[:, 3] += wall
    active = np.flatnonzero(np.diag(stiffness) > 0)
    free = active[3:]      # one solid node is held to stop translation
    u = np.zeros((size, 4))
    u[free] = np.linalg.solve(stiffness[np.ix_(free, free)], load[free])
    stress = sum(e * D @ (B_MEAN @ u[dof] + macro)
                 for e, dof in elements) / N**3
    phi = pressurised.mean()
    stress[:3, 3] -= phi   # share of the total stress carried by the fluid
    pore_change = wall @ u / N**3
    pore_change[:3] += phi
    return {"C": stress[:3, :3], "alpha": -stress[:3, 3], "u": u,
            "zeta": pore_change, "phi": phi, "K": stress[:3, :3].sum() / 9}


def channels(widths):
    inside = [(np.arange(N) >= 2) & (np.arange(N) < 2 + w) for w in widths]
    x, y, z = np.meshgrid(*inside, indexing="ij")
    return (x.astype(int) + y + z) >= 2, (x.astype(int) + y + z) == 0


K_s_cell = bulk_shear(1.0, NU)[0]
pores, junctions = channels((3, 3, 3))
cubic = solve_cell(np.where(pores, 0.0, 1.0), pores)
alpha_formula = 1 - cubic["K"] / K_s_cell
assert np.allclose(cubic["alpha"], alpha_formula, atol=1e-9)

# equal pressure outside and inside: the solid must strain uniformly
fluctuation = cubic["u"][:, :3].sum(axis=1) * (-1 / (3 * K_s_cell)) \
    + cubic["u"][:, 3]
assert np.max(np.abs(fluctuation)) < 1e-9
assert np.max(np.abs(cubic["u"][:, 3])) > 1e-2

# pore volume law and bounds
zeta_strain = cubic["zeta"][:3].sum() / 3
zeta_pressure = cubic["zeta"][3]
zeta_pressure_formula = (alpha_formula - cubic["phi"]) / K_s_cell
assert abs(zeta_strain - alpha_formula) < 1e-9
assert abs(zeta_pressure - zeta_pressure_formula) < 1e-9
assert cubic["phi"] < cubic["alpha"][0] < 1

# anisotropic pore structure
pores_aniso, _ = channels((2, 3, 4))
aniso = solve_cell(np.where(pores_aniso, 0.0, 1.0), pores_aniso)
alpha_tensor = 1 - aniso["C"].sum(axis=1) / (3 * K_s_cell)
assert np.allclose(aniso["alpha"], alpha_tensor, atol=1e-9)
assert np.ptp(aniso["alpha"]) > 0.01

# mixed solid: junction blocks five times stiffer than the struts
young_mixed = np.where(pores, 0.0, np.where(junctions, 5.0, 1.0))
mixed = solve_cell(young_mixed, pores)
K_s_average = young_mixed[~pores].mean() * K_s_cell
alpha_mixed_wrong = 1 - mixed["K"] / K_s_average
assert abs(mixed["alpha"][0] - alpha_mixed_wrong) > 0.01

# closed cavity inside each junction block, empty or at the common pressure
closed = np.zeros((N, N, N), bool)
closed[np.ix_([6, 7, 0], [6, 7, 0], [6, 7, 0])] = True
young_closed = np.where(pores | closed, 0.0, 1.0)
empty_cavity = solve_cell(young_closed, pores)
filled_cavity = solve_cell(young_closed, pores | closed)
alpha_cavity = 1 - empty_cavity["K"] / K_s_cell
assert np.allclose(filled_cavity["alpha"], alpha_cavity, atol=1e-9)
assert abs(empty_cavity["alpha"][0] - alpha_cavity) > 0.01

# ---- worked example: toluene-filled porous organosilicate film ----
porosity, thickness = 0.30, 200e-9
E_film, E_solid, nu = 5e9, 15e9, 0.25
T, humidity = 298.0, 0.20                  # K, relative vapour pressure
V_m, gamma, K_liquid = 1.06e-4, 0.028, 1.1e9   # rough toluene values, SI
K, G = bulk_shear(E_film, nu)
K_s, G_s = bulk_shear(E_solid, nu)
alpha = 1 - K / K_s
assert porosity < alpha < 1
M = K + 4 * G / 3
p = R * T / V_m * np.log(humidity)
strain_z = alpha * p / M
stress_x = -2 * G * alpha * p / M
# Hooke's law in compliance form; unknowns: strain_z and total stress_x
matrix = np.array([[0.0, (1 - nu) / E_film], [1.0, 2 * nu / E_film]])
right = np.array([(2 * nu - 1) * alpha * p / E_film,
                  (1 - 2 * nu) * alpha * p / E_film])
check = np.linalg.solve(matrix, right)
assert np.allclose(check, [strain_z, stress_x], rtol=1e-9)
change = strain_z * thickness
change_alpha_one = p / M * thickness

# sizes of neglected effects
radius = 2 * gamma / abs(p)
p_compressible = brentq(
    lambda q: quad(lambda s: V_m * np.exp(-s / K_liquid), 0, q)[0]
    - R * T * np.log(humidity), 2 * p, 0.1 * p)
assert abs(p_compressible / p - 1) < 0.05
barrier = 16 * np.pi * gamma**3 / (3 * p**2) / (k_B * T)
wetting_pressure = gamma / radius
layer = 1e-10                              # rough excess layer at the wall, m
closed_fraction = 0.05                     # closed pores in the skeleton


def hollow_sphere_modulus(fraction):
    """Bulk modulus of a sphere with an empty cavity, u = A r + B/r^2."""
    system = np.array([[3 * K_s, -4 * G_s / fraction],
                       [3 * K_s, -4 * G_s]])
    a, b = np.linalg.solve(system, [0.0, -1.0])
    return -1 / (3 * (a + b))


K_s_closed = hollow_sphere_modulus(closed_fraction)
alpha_closed = 1 - K / K_s_closed
p_vapour = humidity * 3.8e3                # rough saturation pressure 3.8 kPa
M_sub, h_sub = 180e9, 775e-6               # rough silicon wafer values
substrate_strain = 4 * stress_x * thickness / (M_sub * h_sub)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("CELL (moduli in units of the solid Young modulus)")
show("voxels per edge", N)
show("cell porosity", cubic["phi"])
show("K_s", K_s_cell)
show("drained K", cubic["K"])
show("alpha from wall pressure", cubic["alpha"][0], digits=6)
show("alpha from 1-K/K_s", alpha_formula, digits=6)
show("drained pore change / bulk change", zeta_strain, digits=6)
show("pore change per p at fixed strain", zeta_pressure, digits=6)
show("(alpha-phi)/K_s", zeta_pressure_formula, digits=6)
print("anisotropic alpha x,y,z direct:", np.round(aniso["alpha"], 4))
print("anisotropic alpha x,y,z formula:", np.round(alpha_tensor, 4))
show("mixed solid, alpha direct", mixed["alpha"][0])
show("mixed solid, alpha with average K_s", alpha_mixed_wrong)
show("closed cavity volume fraction", closed.mean())
show("empty closed cavity, alpha direct", empty_cavity["alpha"][0])
show("same cell, 1-K/K_s", alpha_cavity)
show("cavity at common p, alpha direct", filled_cavity["alpha"][0])
print("FILM")
show("porosity", porosity)
show("thickness", thickness * 1e9, "nm")
show("film Young modulus", E_film / 1e9, "GPa")
show("skeleton Young modulus", E_solid / 1e9, "GPa")
show("Poisson ratio of both", nu)
show("K", K / 1e9, "GPa")
show("G", G / 1e9, "GPa")
show("K_s", K_s / 1e9, "GPa")
show("M", M / 1e9, "GPa")
show("alpha", alpha)
show("temperature", T, "K")
show("relative vapour pressure", humidity)
show("toluene molar volume", V_m * 1e6, "cm3/mol")
show("liquid pressure p", p / 1e6, "MPa")
show("thickness strain", strain_z * 100, "%")
show("thickness change", change * 1e9, "nm")
show("thickness change if alpha=1", change_alpha_one * 1e9, "nm")
show("in-plane stress", stress_x / 1e6, "MPa")
print("NEGLECTED EFFECTS")
show("surface tension", gamma, "N/m")
show("meniscus radius", radius * 1e9, "nm")
show("wetting pressure scale, dry reference", wetting_pressure / 1e6, "MPa")
show("wall layer", layer * 1e9, "nm")
show("wall layer / radius", layer / radius, digits=2)
show("liquid bulk modulus", K_liquid / 1e9, "GPa")
show("p with compressible liquid", p_compressible / 1e6, "MPa")
show("bubble barrier / kT", barrier, digits=3)
show("closed pore fraction of skeleton", closed_fraction)
show("K_s with closed pores", K_s_closed / 1e9, "GPa")
show("alpha with closed pores", alpha_closed)
show("vapour pressure / |p|", p_vapour / abs(p), digits=2)
show("substrate strain", substrate_strain, digits=2)
print("OK")
```

Printed output:

```
CELL (moduli in units of the solid Young modulus)
voxels per edge: 8
cell porosity: 0.3164
K_s: 0.6667
drained K: 0.2593
alpha from wall pressure: 0.61108
alpha from 1-K/K_s: 0.61108
drained pore change / bulk change: 0.61108
pore change per p at fixed strain: 0.44201
(alpha-phi)/K_s: 0.44201
anisotropic alpha x,y,z direct: [0.64   0.6255 0.5881]
anisotropic alpha x,y,z formula: [0.64   0.6255 0.5881]
mixed solid, alpha direct: 0.6786
mixed solid, alpha with average K_s: 0.7892
closed cavity volume fraction: 0.05273
empty closed cavity, alpha direct: 0.5826
same cell, 1-K/K_s: 0.6574
cavity at common p, alpha direct: 0.6574
FILM
porosity: 0.3
thickness: 200 nm
film Young modulus: 5 GPa
skeleton Young modulus: 15 GPa
Poisson ratio of both: 0.25
K: 3.333 GPa
G: 2 GPa
K_s: 10 GPa
M: 6 GPa
alpha: 0.6667
temperature: 298 K
relative vapour pressure: 0.2
toluene molar volume: 106 cm3/mol
liquid pressure p: -37.62 MPa
thickness strain: -0.418 %
thickness change: -0.836 nm
thickness change if alpha=1: -1.254 nm
in-plane stress: 16.72 MPa
NEGLECTED EFFECTS
surface tension: 0.028 N/m
meniscus radius: 1.489 nm
wetting pressure scale, dry reference: 18.81 MPa
wall layer: 0.1 nm
wall layer / radius: 0.067
liquid bulk modulus: 1.1 GPa
p with compressible liquid: -36.99 MPa
bubble barrier / kT: 63.2
closed pore fraction of skeleton: 0.05
K_s with closed pores: 8.941 GPa
alpha with closed pores: 0.6272
vapour pressure / |p|: 2e-05
substrate strain: 9.6e-08
OK
```
